# Why compact film growth without atom loss has no Kardar-Parisi-Zhang term: verification in Python

```python
"""Volume conservation and the KPZ coefficient in growth by deposition.

Result under test: if all arriving atoms are kept in a compact film, the
growth rate v equals the arriving flux F at every tilt m, so the KPZ
coefficient lambda = d2v/dm2 is zero. Refused atoms, desorption or voids can
make v depend on m. A conserving film with downhill current J = -nu*m
roughens as w^2 = noise*sqrt(t/(2*pi*nu)), exponent beta = 1/4 (KPZ: 1/3).
Step flow with desorption, diffusion length xs and y = 1/(2*xs*m), has
v/F = tanh(y)/y and lambda/F = -(2*y/m^2)*tanh(y)/cosh(y)^2.
Units: lattice spacing = layer height = 1; time in arrived monolayers, F = 1.
"""
import numpy as np
import sympy as sp
from scipy.linalg import solveh_banded

# ---- Which local terms are total derivatives? --------------------------
# jet[k] stands for the k-th space derivative of the height.
jet = sp.symbols("h0:14")


def total_derivative(expr):
    return sp.expand(sum(sp.diff(expr, jet[k]) * jet[k + 1]
                         for k in range(13)))


def euler_derivative(expr):
    result = 0
    for k in range(6):
        term = sp.diff(expr, jet[k])
        for _ in range(k):
            term = -total_derivative(term)
        result += term
    return sp.expand(result)


kpz_euler = euler_derivative(jet[1]**2)
cubic_euler = euler_derivative(total_derivative(jet[1]**3))
conserved_euler = euler_derivative(
    total_derivative(total_derivative(jet[1]**2)))
assert sp.expand(kpz_euler + 2 * jet[2]) == 0
assert cubic_euler == 0 and conserved_euler == 0
print("Euler derivative of h_x^2 (h2 = h_xx):", kpz_euler)
print("Euler derivative of d/dx(h_x^3):", cubic_euler)
print("Euler derivative of d2/dx2(h_x^2):", conserved_euler)

# ---- Lattice growth ----------------------------------------------------
rng = np.random.default_rng(20417)
ARRIVAL_PROBABILITY = 0.5


def grow(rule, size, tilt, times):
    """Grow a tilted ring; return time -> (mean height, variance,
    arrived atoms per site, net rightward hops per site).

    Each round visits the three sublattices in random order. Sites of one
    sublattice have disjoint neighbourhoods and can be updated together.
    """
    count = size // 3
    start = np.floor(tilt * np.arange(size)).astype(np.int32)
    stacks = start.reshape(count, 3).T.copy()
    rise = int(round(tilt * size))
    arrived = 0
    hops = 0
    records = {}
    for round_number in range(1, int(max(times) / ARRIVAL_PROBABILITY) + 1):
        for s in rng.permutation(3):
            centre = stacks[s]
            if s > 0:
                left = stacks[s - 1]
            else:
                left = np.roll(stacks[2], 1)
                left[0] -= rise
            if s < 2:
                right = stacks[s + 1]
            else:
                right = np.roll(stacks[0], -1)
                right[-1] += rise
            draw = rng.random(count, dtype=np.float32)
            arrive = draw < ARRIVAL_PROBABILITY
            arrived += np.count_nonzero(arrive)
            if rule == "sideways":
                top = np.maximum(np.maximum(left, right), centre + 1)
                stacks[s] = np.where(arrive, top, centre)
                continue
            stay = (centre <= left) & (centre <= right)
            if rule == "relax":
                move = arrive & ~stay
                coin = draw < 0.5 * ARRIVAL_PROBABILITY
                prefer_left = (left < right) | ((left == right) & coin)
                go_left = move & prefer_left
                go_right = move & ~prefer_left
                hops += np.count_nonzero(go_right)
                hops -= np.count_nonzero(go_left)
            stacks[s] += arrive & stay
            if rule == "relax":
                if s > 0:
                    stacks[s - 1] += go_left
                else:
                    stacks[2] += np.roll(go_left, -1)
                if s < 2:
                    stacks[s + 1] += go_right
                else:
                    stacks[0] += np.roll(go_right, 1)
        time = round_number * ARRIVAL_PROBABILITY
        if time in times:
            records[time] = (stacks.mean(), stacks.var(),
                             arrived / size, hops / size)
    return records


def late_rates(rule, tilt):
    """Growth and net current per arrived layer after the initial stage."""
    records = grow(rule, 60000, tilt, (200, 400))
    early, late = records[200], records[400]
    layers = late[2] - early[2]
    return (late[0] - early[0]) / layers, (late[3] - early[3]) / layers


print("Arrival probability per site and round:", ARRIVAL_PROBABILITY)
print("Tilted runs: 60000 sites, rates from 200 to 400 monolayers")
growth = {}
for rule in ("relax", "refuse", "sideways"):
    for tilt in (0.0, 0.5):
        growth[rule, tilt] = late_rates(rule, tilt)[0]
        print(f"{rule}: tilt {tilt:.1f}, growth per arrived layer "
              f"{growth[rule, tilt]:.4f}")
    curvature = 2 * (growth[rule, 0.5] - growth[rule, 0.0]) / 0.5**2
    print(f"{rule}: finite-tilt estimate of lambda/F {curvature:.3f}")
assert all(abs(growth["relax", tilt] - 1) < 1e-9 for tilt in (0.0, 0.5))
assert growth["refuse", 0.0] - growth["refuse", 0.5] > 0.03
assert growth["sideways", 0.5] - growth["sideways", 0.0] > 0.02

# ---- Roughening of flat surfaces ---------------------------------------
FLAT_SIZE = 180000
FLAT_TIMES = (50, 200, 800)
print(f"Flat runs: {FLAT_SIZE} sites")
variance = {}
beta = {}
for rule in ("relax", "refuse"):
    records = grow(rule, FLAT_SIZE, 0.0, FLAT_TIMES)
    variance[rule] = [records[time][1] for time in FLAT_TIMES]
    for time, value in zip(FLAT_TIMES, variance[rule]):
        print(f"{rule}: w^2 at {time} monolayers = {value:.3f} layers^2")
    beta[rule] = (0.5 * np.log(variance[rule][-1] / variance[rule][0])
                  / np.log(FLAT_TIMES[-1] / FLAT_TIMES[0]))
    print(f"{rule}: effective beta from first to last time {beta[rule]:.3f}")
# Tolerances cover sampling error and short-time corrections, and are
# smaller than half the distance between 1/4 and 1/3.
assert abs(beta["relax"] - 1 / 4) < 0.04
assert abs(beta["refuse"] - 1 / 3) < 0.04

# The current on a tilted surface predicts the roughening of a flat one.
SMALL_TILT = 0.1
current = late_rates("relax", SMALL_TILT)[1]
nu = -current / SMALL_TILT
noise = 1 - ARRIVAL_PROBABILITY  # variance per mean of Bernoulli arrivals
predicted = noise * (np.sqrt(FLAT_TIMES[-1]) - np.sqrt(FLAT_TIMES[0])) \
    / np.sqrt(2 * np.pi * nu)
measured = variance["relax"][-1] - variance["relax"][0]
print(f"relax: net current at tilt {SMALL_TILT} = {current:.5f} "
      "hops per site and monolayer")
print(f"relax: nu = {nu:.4f} sites^2 per monolayer")
print(f"relax: arrival noise 2D = {noise:.2f} layers^2 site per monolayer")
print(f"relax: predicted rise of w^2 {predicted:.3f} layers^2")
print(f"relax: measured rise of w^2 {measured:.3f} layers^2")
assert nu > 0
# Sampling error is a few percent; finite-time corrections are similar.
assert abs(measured / predicted - 1) < 0.15


# ---- Step flow with desorption -----------------------------------------
def captured_fraction(slope, diffusion_length, intervals=400):
    """Solve the terrace diffusion problem; return flux caught by steps."""
    width = 1 / slope
    dx = width / intervals
    bands = np.zeros((2, intervals - 1))
    bands[0, 1:] = -1 / dx**2
    bands[1] = 2 / dx**2 + 1 / diffusion_length**2
    density = solveh_banded(bands, np.ones(intervals - 1))
    left_gradient = (4 * density[0] - density[1]) / (2 * dx)
    right_gradient = (4 * density[-1] - density[-2]) / (2 * dx)
    return (left_gradient + right_gradient) / width


slope = 0.05
step = 0.02 * slope
print(f"Step flow: slope {slope}, terrace width {1 / slope:.0f} sites")
for diffusion_length in (10.0, 100.0, 1000.0):
    y = 1 / (2 * diffusion_length * slope)
    formula_v = np.tanh(y) / y
    formula_lambda = -2 * y / slope**2 * np.tanh(y) / np.cosh(y)**2
    weak_lambda = -1 / (2 * diffusion_length**2 * slope**4)
    low, middle, high = [captured_fraction(m, diffusion_length)
                         for m in (slope - step, slope, slope + step)]
    numeric_lambda = (low - 2 * middle + high) / step**2
    assert abs(middle / formula_v - 1) < 1e-4
    assert abs(numeric_lambda / formula_lambda - 1) < 0.01
    if diffusion_length >= 100:
        assert abs(numeric_lambda / weak_lambda - 1) < 0.03
    print(f"xs = {diffusion_length:.0f} sites: y = {y:.3f}, "
          f"v/F numeric {middle:.6f}, formula {formula_v:.6f}")
    print(f"  lambda/F numeric {numeric_lambda:.5g}, "
          f"formula {formula_lambda:.5g}, weak limit {weak_lambda:.5g}")

print("all assertions hold")
```

Output:

```
Euler derivative of h_x^2 (h2 = h_xx): -2*h2
Euler derivative of d/dx(h_x^3): 0
Euler derivative of d2/dx2(h_x^2): 0
Arrival probability per site and round: 0.5
Tilted runs: 60000 sites, rates from 200 to 400 monolayers
relax: tilt 0.0, growth per arrived layer 1.0000
relax: tilt 0.5, growth per arrived layer 1.0000
relax: finite-tilt estimate of lambda/F 0.000
refuse: tilt 0.0, growth per arrived layer 0.5447
refuse: tilt 0.5, growth per arrived layer 0.4243
refuse: finite-tilt estimate of lambda/F -0.964
sideways: tilt 0.0, growth per arrived layer 1.5953
sideways: tilt 0.5, growth per arrived layer 1.8589
sideways: finite-tilt estimate of lambda/F 2.109
Flat runs: 180000 sites
relax: w^2 at 50 monolayers = 1.542 layers^2
relax: w^2 at 200 monolayers = 2.966 layers^2
relax: w^2 at 800 monolayers = 6.064 layers^2
relax: effective beta from first to last time 0.247
refuse: w^2 at 50 monolayers = 3.609 layers^2
refuse: w^2 at 200 monolayers = 8.927 layers^2
refuse: w^2 at 800 monolayers = 21.878 layers^2
refuse: effective beta from first to last time 0.325
relax: net current at tilt 0.1 = -0.09791 hops per site and monolayer
relax: nu = 0.9791 sites^2 per monolayer
relax: arrival noise 2D = 0.50 layers^2 site per monolayer
relax: predicted rise of w^2 4.276 layers^2
relax: measured rise of w^2 4.522 layers^2
Step flow: slope 0.05, terrace width 20 sites
xs = 10 sites: y = 1.000, v/F numeric 0.761587, formula 0.761594
  lambda/F numeric -255.92, formula -255.88, weak limit -800
xs = 100 sites: y = 0.100, v/F numeric 0.996680, formula 0.996680
  lambda/F numeric -7.8997, formula -7.8942, weak limit -8
xs = 1000 sites: y = 0.010, v/F numeric 0.999967, formula 0.999967
  lambda/F numeric -0.080045, formula -0.079989, weak limit -0.08
all assertions hold
```
